# Radial Schrödinger equation on a logarithmic mesh: a symmetric generalised eigenproblem

## What fails without the transformation

A logarithmic mesh puts many points near a nucleus and few far away. If the radial function $u$ is kept as the unknown, however, the change of mesh creates a first derivative. Central differences of $-\frac12u_{xx}+\frac12u_x$, with step $h$ in $x=\ln r$, couple neighbouring points by

$$
A_{j,j+1}=-\frac1{2h^2}+\frac1{4h},\qquad
A_{j+1,j}=-\frac1{2h^2}-\frac1{4h}.
$$

These differ, so the matrix is not symmetric as it stands. For $h<2$ a diagonal rescaling of the unknowns makes it symmetric, and the levels still converge at second order; that rescaling is a discrete form of the factor $\sqrt r$ introduced below. Numerov's scheme, which needs $y_{xx}$ as a local multiple of $y$, cannot be used in its usual form either. Rescaling $u$ cures both faults, but it changes the centrifugal constant. If that change is missed, the hydrogen 2p level comes out at $-0.1365$ hartree instead of $-0.1250$ hartree.

## Conventions and result

Hartree atomic units are used, with $r$ measured in bohr inside the logarithm. For one nonrelativistic electron in a central potential $V(r)$, let $R$ be the radial wavefunction and $u=rR$. A bound state satisfies

$$
-\frac12\frac{d^2u}{dr^2}+\left[\frac{l(l+1)}{2r^2}+V\right]u=Eu,
\qquad u(0)=0,\qquad \int_0^\infty u^2dr=1. \tag{1}
$$

The potential is assumed to be at most Coulomb-singular at the origin, so $r^2V\to0$ there. With $r=e^x$ and $u=\sqrt r\,y$, the equation to implement is

$$
-\frac12y_{xx}+\left[\frac12\left(l+\frac12\right)^2+r^2V\right]y
=E\,r^2y,\qquad \int_{-\infty}^{\infty}r^2y^2dx=1. \tag{2}
$$

The square root refers to $u$, not to $R$: in terms of $R$, $y=\sqrt r\,R$.

## Derivation

Since $dx/dr=1/r$, the chain rule gives $u_r=u_x/r$. Differentiating again, and remembering that $1/r$ also depends on $r$,

$$
u_{rr}=-\frac{u_x}{r^2}+\frac1r\,\frac{u_{xx}}r
=\frac{u_{xx}-u_x}{r^2}. \tag{3}
$$

To remove $u_x$, try $u=r^ay=e^{ax}y$. Then

$$
u_x=r^a(y_x+ay),\qquad
u_{xx}=r^a(y_{xx}+2ay_x+a^2y),
$$

and subtraction gives

$$
r^2u_{rr}=r^a\left[y_{xx}+(2a-1)y_x+a(a-1)y\right]. \tag{4}
$$

The first derivative disappears when $2a-1=0$, that is, for $a=\frac12$ and no other power. The last coefficient is then $\frac12(-\frac12)=-\frac14$. Dividing (4) by $\sqrt r$,

$$
r^{3/2}u_{rr}=y_{xx}-\frac14y.
$$

Now multiply (1) by $r^{3/2}$. In the terms without derivatives, $r^{3/2}u=r^2y$, so

$$
-\frac12y_{xx}+\frac18y+\frac{l(l+1)}2y+r^2Vy=Er^2y.
$$

Because $l(l+1)+\frac14=(l+\frac12)^2$, this is (2). The extra $\frac14$ comes from an exact change of variables; no semiclassical approximation has been made.

### The cost of the wrong constant

Suppose $l(l+1)$ is left in place of $(l+\frac12)^2$. The equation solved is then that of an effective angular momentum $\lambda$ with

$$
\left(\lambda+\frac12\right)^2=l(l+1),\qquad
\lambda=\sqrt{l(l+1)}-\frac12 .
$$

For hydrogen, insert $u=r^{\lambda+1}e^{-r/(\lambda+1)}$, for which

$$
u_{rr}=\left[\frac{\lambda(\lambda+1)}{r^2}-\frac2r+\frac1{(\lambda+1)^2}\right]u .
$$

In the radial equation the centrifugal and Coulomb terms cancel, leaving $E=-1/[2(\lambda+1)^2]$. For $l=1$,

$$
E_{\rm wrong}=-\frac1{2(\sqrt2+\frac12)^2}=-0.136455\ \text{hartree}.
$$

A mesh calculation with the wrong constant gives the same value. The binding energy is about 9% too large relative to the correct $0.125$ hartree. Refining the mesh does not remove this error, because the wrong equation is being solved.

## Norm and orthogonality

From $dr=r\,dx$ and $u^2=ry^2$ follows $u^2dr=r^2y^2dx$. The weight in the norm is therefore the weight that multiplies $E$.

Take two solutions $y_1,y_2$ with energies $E_1,E_2$. Multiply the equation for $y_1$ by $y_2$, the equation for $y_2$ by $y_1$, and subtract. The potential and centrifugal terms cancel:

$$
\frac{d}{dx}\left(y_2y_{1,x}-y_1y_{2,x}\right)
=2(E_2-E_1)r^2y_1y_2. \tag{5}
$$

For bound states the bracket vanishes at both ends. Integration then shows that states of different energy, at the same $l$, are orthogonal with weight $r^2$.

Without the weight they need not be. For hydrogen 1s and 2s, $u_1=2re^{-r}$ and $u_2=\frac1{\sqrt2}r(1-\frac r2)e^{-r/2}$, so

$$
\int y_1y_2dx=\int_0^\infty\frac{u_1u_2}{r^2}dr
=\sqrt2\int_0^\infty\left(1-\frac r2\right)e^{-3r/2}dr
=\frac{4\sqrt2}{9}=0.6285 .
$$

The weighted overlap vanishes to rounding. A Gram–Schmidt step or an overlap check must therefore include $r^2$.

## The two ends of the mesh

As $x\to-\infty$, $r^2V$ and $r^2E$ vanish and (2) becomes $y_{xx}=(l+\frac12)^2y$. Its solutions $e^{\pm(l+1/2)x}$ correspond to $u\propto r^{l+1}$ and $u\propto r^{-l}$. The condition $u(0)=0$ selects the first.

For a central charge $Z$, put $u=Ar^{l+1}(1+br)$ into (1). At order $r^l$,

$$
-\frac12\left[(l+2)(l+1)-l(l+1)\right]b-Z=0
\quad\Longrightarrow\quad b=-\frac Z{l+1}.
$$

Hence

$$
\frac{d\ln|y|}{dx}=l+\frac12-\frac{Zr}{l+1}+O(r^2). \tag{6}
$$

This is a useful check on computed eigenvectors.

The condition $r^2V\to0$ matters. If instead $r^2V\to-\gamma/2$, the inner exponents become $\pm\sqrt{(l+\frac12)^2-\gamma}$. For $\gamma>(l+\frac12)^2$ they are imaginary, $y$ oscillates without end as $x\to-\infty$, and the boundary treatment used here fails.

### Error of a finite inner radius

A mesh must start somewhere. Let $\tilde y$ and $\tilde E$ be the solution with $\tilde y=0$ imposed at $r_0=e^{x_0}$. Apply (5) with $y_1=y$ and $y_2=\tilde y$, and integrate from $x_0$ outwards. The upper end contributes nothing, and at the lower end only the term with $\tilde y_x$ survives:

$$
\tilde E-E=\frac{y(x_0)\,\tilde y_x(x_0)}
{2\int_{x_0}^{\infty}r^2y\tilde y\,dx}.
$$

For small $r_0$ the integral tends to 1. Near the cut, $y\approx Ar^{l+1/2}$, and the combination that vanishes at $r_0$ is

$$
\tilde y\approx A\left(r^{l+1/2}-r_0^{2l+1}r^{-l-1/2}\right),\qquad
\tilde y_x(x_0)\approx A(2l+1)r_0^{l+1/2}.
$$

To leading order in $r_0$,

$$
\Delta E_{\rm cut}=\frac{2l+1}{2}A^2r_0^{2l+1}. \tag{7}
$$

The shift is upward. For s states it is linear in $r_0$, so a radius that looks tiny can still do harm. Hydrogen 1s has $A=2$; at $r_0=10^{-4}$ bohr, (7) gives $2.000\times10^{-4}$ hartree and the mesh gives $1.996\times10^{-4}$ hartree. For 2p, $A^2=1/24$; at $r_0=0.02$ bohr the two values are $5.00\times10^{-7}$ and $4.85\times10^{-7}$ hartree. The 3% difference, relative to the formula, is the next order in $r_0$. Write $\tilde y=y-cw$ near the cut, with $w$ the irregular solution and $c=y(x_0)/w(x_0)$. Then $y\tilde y_x=c\,(wy_x-yw_x)$ at $x_0$. The bracket is independent of $x$ by (5) with equal energies, and its value at $r\to0$ is $(2l+1)A$. For $l\ge1$, putting $u=r^{-l}(1+b'r)$ into (1) gives $lb'-Z=0$, so $w=r^{-l-1/2}(1+Zr/l)$, while $y=Ar^{l+1/2}[1-Zr/(l+1)]$. The ratio $y/w$ multiplies (7) by $1-Zr_0/(l+1)-Zr_0/l$, which for hydrogen 2p is $1-1.5\times0.02=0.97$ and gives $4.85\times10^{-7}$ hartree.

The remedy is cheap. Lowering $r_0$ by a factor of ten adds $\ln10/h$ points, about 92 for $h=0.025$. At $r_0=10^{-12}$ bohr the hydrogen 1s shift is only $2\times10^{-12}$ hartree.

At the outer end $u$ falls as $e^{-\kappa r}$ times a power of $r$, with $\kappa=\sqrt{-2E}$, if $V$ tends to $-Z_\infty/r$ plus terms that fall at least as fast as $1/r^2$. The decay begins only beyond the outer classical turning point $r_t$, where $E$ equals the effective potential; if $V$ already equals $-Z_\infty/r$ at $r_t$, then $r_t\le Z_\infty/|E|$, but where a stronger core attraction still acts, $r_t$ can lie further out than this. The local decay rate is $\sqrt{2(V_{\rm eff}-E)}$, with $V_{\rm eff}$ the bracket in (1). Where $V_{\rm eff}$ stays negative beyond $r_t$, as in hydrogen, this rate starts from zero and remains smaller than $\kappa$. The outer radius must then lie well beyond $r_t$, with $\kappa(r_{\max}-r_t)\gg1$, for the weakest-bound state wanted, and highly excited levels need a wider margin. Where a centrifugal barrier makes $V_{\rm eff}$ positive, the decay is faster and the condition can be too strict: an $l=3$ level with $\kappa=0.02$ bohr$^{-1}$ in a square well of radius 1 bohr moves by only $2\times10^{-5}$ of its binding energy when the wall is at 20 bohr, where $\kappa(r_{\max}-r_t)=0.38$. The weaker condition $\kappa r_{\max}\gg1$ is not enough for highly excited levels: in hydrogen $1/\kappa=n$ while $r_t=n^2\left[1+\sqrt{1-l(l+1)/n^2}\right]$, which is about $2n^2$ for low $l$.

## Three-point discretisation

Let $x_j=x_0+jh$, $j=1,\dots,N$, with $y_0=y_{N+1}=0$. Let $D$ be the second-difference matrix, with $-2/h^2$ on the diagonal and $1/h^2$ beside it. Equation (2) becomes

$$
Ay=EWy,\qquad
A=-\frac12D+\operatorname{diag}\left[\frac12\left(l+\frac12\right)^2+r_j^2V(r_j)\right],
\qquad W=\operatorname{diag}(r_j^2). \tag{8}
$$

$A$ is symmetric and $W$ is positive.

Taylor expansion gives

$$
Dy=y_{xx}+\frac{h^2}{12}y_{xxxx}+O(h^4),
$$

so the kinetic operator carries the error $-\frac{h^2}{24}\partial_x^4$. In first-order perturbation theory the change of $y$ drops out after projection on $y$, because the unperturbed operator is symmetric. With the norm in (2), and after two integrations by parts,

$$
\Delta E_3=-\frac{h^2}{24}\int y\,y_{xxxx}dx
=-\frac{h^2}{24}\int(y_{xx})^2dx. \tag{9}
$$

The sign is negative: three-point energies can lie below the true ones and are not variational bounds.

For hydrogen 1s, $y=2\sqrt r\,e^{-r}$, and (2) gives $y_{xx}=(\frac14-2r+r^2)y$. Using $dx=dr/r$ and $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,

$$
\begin{aligned}
\int(y_{xx})^2dx
&=4\int_0^\infty\left(r^4-4r^3+\frac92r^2-r+\frac1{16}\right)e^{-2r}dr\\
&=4\left(\frac34-\frac32+\frac98-\frac14+\frac1{32}\right)=\frac58 .
\end{aligned}
$$

At $h=0.05$ the predicted error is $-0.0025\times0.625/24=-6.510\times10^{-5}$ hartree; the calculation gives $-6.512\times10^{-5}$ hartree.

## Numerov discretisation

Put $f=y_{xx}$. By (2), $f$ is a local multiple of $y$, which is where the absence of $y_x$ is used. Expand both second differences:

$$
\begin{aligned}
Dy&=f+\frac{h^2}{12}f_{xx}+\frac{h^4}{360}f_{xxxx}+\cdots,\\
\left(1+\frac{h^2}{12}D\right)f
&=f+\frac{h^2}{12}f_{xx}+\frac{h^4}{144}f_{xxxx}+\cdots.
\end{aligned}
$$

The $h^2$ terms agree. Since $\frac1{360}-\frac1{144}=-\frac1{240}$,

$$
Dy=\left(1+\frac{h^2}{12}D\right)f-\frac{h^4}{240}\partial_x^6y+\cdots .
$$

Solving for $f$ suggests replacing $-\frac12D$ in (8) by

$$
K=-\frac12\left(1+\frac{h^2}{12}D\right)^{-1}D,\qquad
Ky=-\frac12y_{xx}+\frac{h^4}{480}\partial_x^6y+\cdots. \tag{10}
$$

The boundary values are consistent: $y=0$ at an end implies $f=0$ there. The eigenvalues of $-h^2D$ lie between 0 and 4, so those of the bracket in (10) lie between $\frac23$ and 1 and the inverse exists. Both factors are functions of the symmetric matrix $D$; they commute, and $K$ is symmetric. It is a full matrix, however. Multiplying the eigenproblem by the bracket restores tridiagonal matrices but in general loses their symmetry, because the bracket does not commute with the position-dependent diagonals.

Three integrations by parts turn $\int y\,\partial_x^6y\,dx$ into $-\int(y_{xxx})^2dx$, hence

$$
\Delta E_{\rm N}=-\frac{h^4}{480}\int(y_{xxx})^2dx. \tag{11}
$$

For hydrogen 1s, differentiating once more gives

$$
y_{xxx}=\left(\frac18-\frac{13}4r+\frac92r^2-r^3\right)y,
$$

and the integral of its square is $1.90625$. At $h=0.05$, (11) predicts $-2.482\times10^{-8}$ hartree; the calculation gives $-2.483\times10^{-8}$ hartree. Halving the step from 0.1 to 0.05 gives observed orders 2.001 for three-point differences and 4.003 for Numerov. Both laws assume a smooth $y$; a jump or kink in $V$ invalidates both (9) and (11). A kink in general lowers Numerov to second order and makes the $h^2$ coefficient of either scheme depend on where it falls between mesh points. A jump lowers both schemes to first order, with an error that can be positive, unless it lies midway between two points.

### Scaling with nuclear charge

For $V=-Z/r$, put $r'=Zr$, so $x'=x+\ln Z$. Then $r^2V=-r'$ and $r^2E=(E/Z^2)r'^2$. A change of charge is a translation of the mesh. At fixed $h$, the leading absolute errors (9) and (11) grow as $Z^2$, while the errors relative to $E$ stay the same. For a given level $(n,l)$ of a bare Coulomb field, the step in $x$ need not shrink as the nucleus becomes heavier unless a fixed absolute accuracy is required. Levels with more nodes do need a smaller step: at $h=0.05$ the relative errors for hydrogen 6s are $3.8\times10^{-3}$ (three-point) and $1.4\times10^{-5}$ (Numerov), against $1.3\times10^{-4}$ and $5.0\times10^{-8}$ for 1s. The valence states of heavier atoms have more nodes, so the rule does not carry over to them.

The opposite limit is less favourable. The radial step is approximately $hr$ and grows outwards. A state with local wavenumber $k$ at large $r$ needs $khr\ll1$, which makes this mesh poor for continuum states and for very extended oscillating ones.

## Solving the matrix problem

The substitution $z=W^{1/2}y$ turns (8) into an ordinary eigenproblem for $W^{-1/2}AW^{-1/2}$. Its elements near the origin are of order $1/(hr)^2$. An eigensolver whose error bound is machine precision times the matrix norm then guarantees nothing useful for the low levels, although the actual error may be far smaller than the bound: for the three-point matrix of hydrogen with $h=0.05$ and $r_0=10^{-12}$ bohr, standard symmetric solvers still return the 1s level of the mesh, $-0.5000651$ hartree. The form below does not rely on such behaviour.

Choose instead $\sigma$ below the spectrum. Subtracting $\sigma Wy$ from both sides of (8),

$$
(A-\sigma W)y=(E-\sigma)Wy .
$$

The matrix on the left is positive definite. Inverting it and multiplying by $W^{1/2}$ gives

$$
Bz=\frac1{E-\sigma}z,\qquad
B=W^{1/2}(A-\sigma W)^{-1}W^{1/2}. \tag{12}
$$

The lowest energies are now the largest eigenvalues $\mu$ of a matrix of moderate norm, and $E=\sigma+1/\mu$. With Numerov, $K$ replaces $-\frac12D$ inside $A$.

If $\sum_jz_j^2=1$, then $z_j=\sqrt h\,r_jy_j$ has the norm required by (2). The original function and the mean radius are

$$
u_j=\frac{z_j}{\sqrt{hr_j}},\qquad
\langle r\rangle=\int r\,r^2y^2dx\simeq\sum_jr_jz_j^2 .
$$

## Worked example: a screened nucleus

Take the model potential, in hartree with $r$ in bohr,

$$
V(r)=-\frac{1+9e^{-2r}}r .
$$

The electron sees charge 10 at the centre and charge 1 far away. The parameters are round numbers and represent no particular atom.

The mesh runs from $10^{-12}$ to about 100 bohr with $h=0.025$. Since $\ln10^{14}=32.24$, this needs 1289 intervals and 1288 interior points. The radial step is 0.0025 bohr at $r=0.1$ bohr and 0.25 bohr at $r=10$ bohr.

Because $V\ge-10/r$, no level lies below the bare-charge value $-10^2/2=-50$ hartree. The choice $\sigma=-51$ hartree leaves a margin for discretisation error. The largest $1/(hr)^2$ is $1.5\times10^{27}$ hartree, whereas the largest eigenvalue of $B$ is $1/(-34.409+51)=0.0603$ hartree$^{-1}$.

Numerov's scheme gives:

| Level | $E$ (hartree) | $\langle r\rangle$ (bohr) |
|---|---:|---:|
| 1s | −34.40933 | 0.1544 |
| 2s | −2.24661 | 0.7945 |
| 2p | −1.48340 | 0.7403 |
| 3s | −0.19307 | 3.9736 |

In electronvolts the energies are −936.33, −61.13, −40.37 and −5.25, in the same order.

As an independent test, equation (1) was solved in the original variable $r$ with a Laguerre basis and Gauss quadrature, using neither the mesh nor the transformation. All four energies agree to the six printed decimals in hartree, and the mean radii to the five printed decimals in bohr. This supports the numerical solution of the model; it says nothing about relativity or electron–electron interaction, which the model omits.

The 1s energy can also be checked by hand. Use the bare-charge function $u=2\cdot10^{3/2}re^{-10r}$ as a trial function. Its energy in $-10/r$ is $-50$ hartree, and the remaining potential is $9(1-e^{-2r})/r$. With $\langle1/r\rangle=10$ and

$$
\left\langle\frac{e^{-2r}}r\right\rangle
=4000\int_0^\infty re^{-22r}dr=\frac{4000}{22^2}=8.264,
$$

the variational upper bound is $-50+9(10-8.264)=-34.38$ hartree. The computed level lies 0.03 hartree below it, as it should.

The printed inner slopes of the 1s and 2p eigenvectors can be compared with (6). Near $r=0.001$ bohr it predicts $0.5-0.01=0.490$ for s and $1.5-0.005=1.495$ for p; the eigenvectors give 0.4899 and 1.4949. These are differences between two neighbouring mesh points and belong to their midpoint, $r\approx0.001014$ bohr, where (6) gives 0.4899 and 1.4949. At the outer end, the 3s level has $\kappa=\sqrt{2\times0.19307}=0.621$ bohr$^{-1}$, and its turning point lies near $1/0.193\approx5$ bohr, so with the wall at 98.9 bohr $\kappa(r_{\max}-r_t)\approx58$ and the outer wall is harmless.

Unlike in hydrogen, 2s and 2p are not degenerate: 2s lies 0.763 hartree lower. Yet 2p has the smaller mean radius, so $\langle r\rangle$ alone does not order the levels. The remaining values, including the hydrogen levels for $l=0,1,2$, are in the numerical output.

## Computed results

```
exponent a removing the first derivative: 1/2
constant left by the transformation: -1/4
H 1s norm with weight r^2: 1.00000000
H 1s-2s overlap with weight r^2: 1.4e-17
H 1s-2s overlap without weight (bohr^-2): 0.62854
H lowest level, l=0, h=0.05 (hartree): -0.500000025
H lowest level, l=1, h=0.05 (hartree): -0.125000012
H lowest level, l=2, h=0.05 (hartree): -0.055555564
H 2p with l(l+1) kept by mistake (hartree): -0.136455
  predicted wrong value (hartree): -0.136455
inner cut l=0, r0=0.0001 bohr, shift (hartree): 1.9958e-04
  leading formula (hartree): 2.0000e-04
inner cut l=1, r0=0.02 bohr, shift (hartree): 4.8514e-07
  leading formula (hartree): 5.0000e-07
H 1s integral of y_xx^2 dx (hartree): 0.625000
H 1s integral of y_xxx^2 dx (hartree): 1.906250
three-point error, h=0.1 (hartree): -2.6065e-04
three-point error, h=0.05 (hartree): -6.5119e-05
  predicted, h=0.05 (hartree): -6.5104e-05
  observed order: 2.001
Numerov error, h=0.1 (hartree): -3.9803e-07
Numerov error, h=0.05 (hartree): -2.4833e-08
  predicted, h=0.05 (hartree): -2.4821e-08
  observed order: 4.003
model: central charge 10, screening constant 2.0 bohr^-1
mesh: r_min=1e-12 bohr, r_max=100 bohr, h=0.025
shift sigma (hartree): -51.0
mesh points: 1288
largest 1/(h r)^2 (hartree): 1.5e+27
largest eigenvalue of B (1/hartree): 0.0603
radial step at r=0.1 and 10 bohr (bohr): 0.0025, 0.2500
d ln|y|/dx near r=0.001 bohr, l=0: 0.4899
1s log mesh: -34.409325 hartree = -936.3254 eV
  Laguerre basis (hartree): -34.409325
  mean radius, mesh and basis (bohr): 0.15443, 0.15443
2s log mesh: -2.246615 hartree = -61.1335 eV
  Laguerre basis (hartree): -2.246615
  mean radius, mesh and basis (bohr): 0.79449, 0.79449
3s log mesh: -0.193072 hartree = -5.2538 eV
  Laguerre basis (hartree): -0.193072
  mean radius, mesh and basis (bohr): 3.97360, 3.97360
d ln|y|/dx near r=0.001 bohr, l=1: 1.4949
2p log mesh: -1.483396 hartree = -40.3653 eV
  Laguerre basis (hartree): -1.483396
  mean radius, mesh and basis (bohr): 0.74034, 0.74034
```
